# Thickness and porosity of a porous film from X-ray fringe minima

**Question**

I am stuck on an exercise about X-ray reflectivity of a porous silica film on silicon. The wavelength is 1.5406 Å, and the reflectivity curve was computed for a model film. Nine successive minima are given, at grazing angles

0.3249°, 0.3645°, 0.4050°, 0.4462°, 0.4879°, 0.5300°, 0.5724°, 0.6151°, 0.6579°.

I am told to plot squared angle against squared order and get the thickness from the slope. I numbered the minima 6 to 14. The points bend slightly away from a straight line, and the fit gives 97.6 nm. A second part of the exercise simply states a slope of 5.93e-7 rad² and asks for the thickness.

Why is my plot not straight, what thickness does each part give, and can I get the porosity too? The silica skeleton has density 2.2 g/cm³.

**Answer**

Your orders are off by one half. For a film with fewer electrons per volume than silicon, the minima belong to half-integer orders and the maxima to whole ones. The reason lies in the signs of the two reflections.

**Refractive index and critical angle**

Let $\theta$ be the angle between beam and surface, which is half the detector angle $2\theta$. I use Gaussian units and the time factor $e^{-i\omega t}$. At X-ray frequencies, treat the electrons as free. The field $E$ drives each one according to $-m\omega^2x=-eE$, so $x=eE/(m\omega^2)$. With $n_e$ electrons per volume, the polarization is $-n_e e x$, and

$$n^2=1-\frac{4\pi n_e e^2}{m\omega^2}.$$

Write $n=1-\delta$ with $\delta\ll1$, so that $n^2\approx1-2\delta$, and insert $\omega=2\pi c/\lambda$:

$$\delta=\frac{2\pi n_e e^2}{m\omega^2}=\frac{\lambda^2 r_e n_e}{2\pi},\qquad r_e=\frac{e^2}{mc^2}.$$

If the pores are small and evenly spread, the film acts as a uniform medium with the mean $n_e$. Total reflection at its surface ends at $\cos\theta_c=n$. Since $\cos\theta_c\approx1-\theta_c^2/2$, this means $\theta_c^2=2\delta$.

The wave number along the surface, $k\cos\theta$ with $k=2\pi/\lambda$, is the same in all three media. The wave number normal to the surface in the film is therefore

$$k_1=k\sqrt{n^2-\cos^2\theta}\approx k\sqrt{\theta^2-\theta_c^2}.$$

In vacuum it is $k_0\approx k\theta$, and in silicon $k_2\approx k\sqrt{\theta^2-2\delta_{\rm Si}}$.

**Two reflections, two signs**

Let $z$ point into the sample, and take the electric field parallel to the surface, so that the field and its slope are continuous at each face. The fields are

- vacuum: $e^{ik_0z}+re^{-ik_0z}$
- film: $Ae^{ik_1z}+Be^{-ik_1z}$
- silicon: $te^{ik_2(z-d)}$

At $z=d$, continuity gives

$$Ae^{ik_1d}+Be^{-ik_1d}=t,\qquad k_1(Ae^{ik_1d}-Be^{-ik_1d})=k_2t.$$

Eliminating $t$ gives

$$\rho\equiv\frac BA=r_{12}e^{i\varphi},\qquad r_{12}=\frac{k_1-k_2}{k_1+k_2},\qquad \varphi=2k_1d.$$

At $z=0$, the conditions are $1+r=A(1+\rho)$ and $k_0(1-r)=k_1A(1-\rho)$. Dividing them removes $A$, and solving for $r$ gives

$$r=\frac{k_0(1+\rho)-k_1(1-\rho)}{k_0(1+\rho)+k_1(1-\rho)}=\frac{r_{01}+r_{12}e^{i\varphi}}{1+r_{01}r_{12}e^{i\varphi}},\qquad r_{01}=\frac{k_0-k_1}{k_0+k_1}.$$

Neglect absorption, stay above the critical angle of silicon, and write $a=r_{01}$, $b=r_{12}$, both real. Then

$$|r|^2=\frac{a^2+b^2+2ab\cos\varphi}{1+a^2b^2+2ab\cos\varphi}=1-\frac{(1-a^2)(1-b^2)}{1+a^2b^2+2ab\cos\varphi}.$$

Going from vacuum to porous film to silicon, the electron density rises twice, so $k_0>k_1>k_2$. Both $a$ and $b$ are positive. At fixed $a$ and $b$, the reflectivity is then least when $\cos\varphi=-1$, that is, when $2k_1d=(2m+1)\pi$. Inserting $k_1$,

$$2d\sqrt{\theta_m^2-\theta_c^2}=\left(m+\tfrac12\right)\lambda .$$

The left side is the optical path difference between the two reflected rays, so a minimum needs an odd number of half wavelengths. Squaring and dividing by $4d^2$ gives your straight line:

$$\theta_m^2=\theta_c^2+s\left(m+\tfrac12\right)^2,\qquad s=\left(\frac{\lambda}{2d}\right)^2,\qquad d=\frac{\lambda}{2\sqrt s}.$$

Angles must be in radians.

If the film were denser in electrons than silicon, $b$ would be negative and the minima would move to $\varphi=2\pi m$, at whole orders. For a 100 nm film with $\delta=1.2\times10^{-5}$, minima computed from the full reflectivity lie at orders 7.005, 8.004, and so on to 14.002.

**The stated slope**

With $\lambda=0.15406$ nm,

$$d=\frac{0.15406\ \text{nm}}{2\sqrt{5.93\times10^{-7}}}=\frac{0.15406\ \text{nm}}{1.5401\times10^{-3}}=100.0\ \text{nm}.$$

Because $d\propto s^{-1/2}$, a small error obeys $\Delta d/d=-\Delta s/(2s)$. The last digit of the slope is uncertain by $0.005\times10^{-7}$ rad², which moves $d$ by about 0.04 nm.

**Your nine minima**

Add one half to each of your labels:

| order | order² | $\theta^2$ (10⁻⁶ rad²) |
|---|---|---|
| 6.5 | 42.25 | 32.155 |
| 7.5 | 56.25 | 40.472 |
| 8.5 | 72.25 | 49.965 |
| 9.5 | 90.25 | 60.648 |
| 10.5 | 110.25 | 72.513 |
| 11.5 | 132.25 | 85.567 |
| 12.5 | 156.25 | 99.805 |
| 13.5 | 182.25 | 115.251 |
| 14.5 | 210.25 | 131.848 |

Call the second column $X$ and the third $Y$. Their means are $\bar X=116.9167$ and $\bar Y=7.64694\times10^{-5}$ rad². The least-squares sums are

$$\sum(X-\bar X)^2=26768,\qquad \sum(X-\bar X)(Y-\bar Y)=1.58846\times10^{-2}\ \text{rad}^2.$$

Their ratio is the slope, and the line passes through the mean point:

$$s=\frac{1.58846\times10^{-2}}{26768}=5.934\times10^{-7}\ \text{rad}^2,$$

$$\theta_c^2=\bar Y-s\bar X=7.09\times10^{-6}\ \text{rad}^2.$$

The thickness is $d=100.0$ nm, or 1000 Å.

How would you find the labels without being told the first one? Try several and keep the straightest line. The root-mean-square residual is $5.4\times10^{-9}$ rad² with the labels above. It is $1.7\times10^{-7}$ rad² with your whole numbers, which is the bend you saw. Moving the correct labels down or up by one full order gives $3.6\times10^{-7}$ or $3.0\times10^{-7}$ rad², and thicknesses of 95.2 or 104.6 nm. This test needs precise angles and a nearly ideal film. With random reading errors of 0.001°, the straightest of the label shifts $-1,-\tfrac12,0,+\tfrac12,+1$ is the wrong one in roughly a third of trials, and the porosity scatters by about 0.014. For a film of 90% porosity, or one with a 10 nm denser skin, whole-number labels give a straighter line than the correct ones. Decide between whole and half orders from the sign of $r_{12}$, and use straightness only to fix the remaining whole-number offset.

Two other slips change the answer more. Using the detector angle $2\theta$ as $\theta$ doubles every angle and halves the thickness to 50.0 nm. Fitting $\theta$ itself against order ignores refraction. With $x=m+\tfrac12$, the local slope is $d\theta/dx=sx/\theta$, which is less than $\sqrt s$ because $\theta>\sqrt s\,x$. The thickness then comes out too large, here 105.8 nm.

**Porosity from the intercept**

The slope contains no electron density; the intercept does. If a fraction $P$ of the film is empty pore volume, then $n_e=(1-P)n_{e,\rm skeleton}$. Since $\theta_c^2=2\delta\propto n_e$,

$$P=1-\frac{\theta_c^2}{\theta_{c,\rm skeleton}^2}.$$

One formula unit of SiO₂ has 30 electrons, and its molar mass is 60.08 g/mol. At 2.2 g/cm³ the skeleton therefore has

$$n_{e,\rm skeleton}=\frac{2.2\times6.022\times10^{23}\times30}{60.08}\ \text{cm}^{-3}=6.62\times10^{23}\ \text{cm}^{-3}.$$

With $r_e=2.818\times10^{-13}$ cm, the formula for $\delta$ gives $\theta_{c,\rm skeleton}^2=2\delta_{\rm skeleton}=1.408\times10^{-5}$ rad². Hence

$$P=1-\frac{7.09\times10^{-6}}{1.408\times10^{-5}}\approx0.50.$$

The model film behind your data had $d=100$ nm and $P=0.50$. Before rounding, the fit gives 0.497. The straight line treats $a$ and $b$ as fixed and real. In the model film they vary with angle, and absorption makes them slightly complex, so the minima lie slightly away from the ideal phase $\cos\varphi=-1$. Rounding of the angles also enters.

The same fit on films of the same thickness but porosity 0.3 and 0.7 gives 99.97 and 100.02 nm, with porosities 0.297 and 0.689. At 90% porosity the intercept is no longer reliable: the fit gives a porosity of 0.82, though the thickness is still 100.3 nm. The top face then reflects much more weakly than the lower one, and the minima shift noticeably from the ideal phase. Neither slope nor intercept contains the pore size, so this plot cannot tell many small pores from fewer larger ones of the same total volume.

**Why the first minima are left out**

Between the critical angles of this film (0.152°) and silicon (0.221°), the wave decays in silicon: $k_2=i\kappa$. Then

$$r_{12}=\frac{k_1-i\kappa}{k_1+i\kappa}=e^{-2i\arctan(\kappa/k_1)}.$$

Its magnitude is 1, so without absorption everything is reflected and there are no dips. Weak absorption produces dips near the angles where the field in the film is strongest. Solving the two conditions at $z=0$ for $A$ gives

$$A=\frac{2k_0/(k_0+k_1)}{1+r_{01}r_{12}e^{i\varphi}}.$$

If the other factors vary slowly, $|A|$ is largest when $\varphi-2\arctan(\kappa/k_1)=(2m+1)\pi$. Since $\varphi/2\pi$ is the order, the dips lie near

$$m+\frac12+\frac1\pi\arctan\frac{\kappa}{k_1}.$$

For this film, the formula gives 0.919 and 1.832 for the first two dips; the full reflectivity with absorption gives 0.909 and 1.815. Labelled 0.5 and 1.5, they would lie off the straight line. Counting on from them is also unsafe: in the computed curve the third dip lies at order 2.71 and the next minimum at 4.52, with none between. The formula places a fourth dip at 3.56, just below the critical angle of silicon (order 3.64), but there the reflectivity is falling steeply and no separate minimum forms. Consecutive labels starting at the first dip would therefore be one order too low for all later minima.

**How far to trust this for a real film**

If the skeleton of a real film is not pure silica, its own composition and density must replace the silica values. The densities and absorption coefficients used here are rough typical values.

Each change below was made separately to the model film, and the same fit was repeated:

- Roughness of 0.5 nm on top and 0.3 nm below: 99.99 nm, porosity 0.497.
- Beam spread of 0.003° (standard deviation): 100.00 nm, porosity 0.494.
- Unresolved Kα doublet: 99.91 nm, porosity 0.497.
- Angle readings too high by 0.005°: 99.5 nm, porosity 0.44.
- A 5 nm surface skin of porosity 0.25, total thickness unchanged: 99.3 nm, porosity 0.54.

The skin case is instructive. The true mean porosity is $0.05\times0.25+0.95\times0.50=0.49$, yet the fit reports a more porous film. A uniform-film line cannot represent the extra reflection from the skin's lower face. The size and even the sign of the resulting porosity error depend on the skin's thickness.

The skeleton density matters too: taking it 5% higher raises the porosity inferred from your data from 0.50 to 0.52. Treating all electrons as free shifts the porosity by roughly 0.006. In the listed cases the thickness holds to better than 1%, while the porosity can move by several hundredths. Water in the pores adds electrons and makes the film look less porous; if it fills them completely, the apparent porosity falls to about half its true value. Check the angle zero and look for a surface layer before interpreting the intercept. The numerical output below gives the main fits with more digits.

## Computed results

```
wavelength = 1.5406 A; r_e = 2.8179e-13 cm
given slope 5.93e-07 rad^2 -> d = 100.03 nm
slope for exactly 100 nm = 5.9336e-07 rad^2
d change for slope +0.005e-7 rad^2 = -0.042 nm
model film: d = 100 nm, porosity = 0.50
rough densities: skeleton 2.2, Si 2.33 g/cm^3
rough mass attenuation: silica 35.0, Si 60.0 cm^2/g
skeleton: delta = 7.042e-06, theta_c^2 = 1.408e-05 rad^2, theta_c = 0.2150 deg
film: delta = 3.521e-06, theta_c^2 = 7.042e-06 rad^2, theta_c = 0.1520 deg
silicon: delta = 7.445e-06, theta_c^2 = 1.489e-05 rad^2, theta_c = 0.2211 deg
beta: film 4.72e-08, silicon 1.71e-07
order m+1/2 | order^2 | theta (deg) | theta^2 (1e-6 rad^2)
  6.5 |   42.25 | 0.3249 | 32.155
  7.5 |   56.25 | 0.3645 | 40.472
  8.5 |   72.25 | 0.4050 | 49.965
  9.5 |   90.25 | 0.4462 | 60.648
 10.5 |  110.25 | 0.4879 | 72.513
 11.5 |  132.25 | 0.5300 | 85.567
 12.5 |  156.25 | 0.5724 | 99.805
 13.5 |  182.25 | 0.6151 | 115.251
 14.5 |  210.25 | 0.6579 | 131.848
mean order^2 = 116.9167; mean theta^2 = 7.64694e-05 rad^2
Sxx = 26768.00; Sxy = 1.58846e-02 rad^2
fit: slope = 5.9342e-07 rad^2, intercept = 7.089e-06 rad^2
fit: rms residual = 5.4e-09 rad^2
fit: d = 100.00 nm = 1000.0 A, porosity = 0.4967
two end points only: d = 100.00 nm
labels shifted by -1.0: d = 95.18 nm, intercept = 1.30e-05 rad^2, rms = 3.6e-07 rad^2
labels shifted by -0.5: d = 97.61 nm, intercept = 1.00e-05 rad^2, rms = 1.7e-07 rad^2
labels shifted by +0.0: d = 100.00 nm, intercept = 7.09e-06 rad^2, rms = 5.4e-09 rad^2
labels shifted by +0.5: d = 102.32 nm, intercept = 4.12e-06 rad^2, rms = 1.6e-07 rad^2
labels shifted by +1.0: d = 104.60 nm, intercept = 1.13e-06 rad^2, rms = 3.0e-07 rad^2
detector angle 2theta used as theta: d = 50.00 nm
refraction ignored (theta against order): d = 105.82 nm
film of porosity 0.3: fit d = 99.97 nm, porosity = 0.2969
film of porosity 0.7: fit d = 100.02 nm, porosity = 0.6888
dense film (delta 1.2e-5), orders of minima: 7.005 8.004 9.004 10.003 11.003 12.003 13.003 14.002
dip m=0 below Si critical angle: order 0.909, phase formula 0.919
dip m=1 below Si critical angle: order 1.815, phase formula 1.832
roughness 0.5 nm top, 0.3 nm bottom: d = 99.99 nm, porosity = 0.4973
beam spread 0.003 deg (std. dev.): d = 100.00 nm, porosity = 0.4940
K-alpha doublet 2:1, second 1.5444 A: d = 99.91 nm, porosity = 0.4965
angle zero error +0.005 deg: d = 99.49 nm, porosity = 0.4407
5 nm skin of porosity 0.25: d = 99.34 nm, porosity = 0.5401
fit extended down to m = 4: d = 100.01 nm, porosity = 0.4953
dispersion (+0.35 of 30 electrons, rough) left out of skeleton: porosity error = -0.0058
skeleton density 5% higher: porosity = 0.5206
```
